Leapfrog and explicit Euler for ions in a planar channel

**1. The decision and the model**

A calculation that follows channelled dopant ions through a continuum potential, step by step in depth, needs an integrator and a depth step. If the integrator adds transverse energy of its own, ions leave the channel in the calculation for no physical reason, and the computed channelling tail is too short. With explicit Euler this happens at a rate proportional to the step. With leapfrog the energy error stays in a narrow band, under conditions derived below.

The algebra uses atomic units (e = ħ = mₑ = 1); numbers are in eV and Å. An ion of charge number Z₁, mass M and kinetic energy E moves nearly parallel to atomic planes of spacing d, each with n atoms of charge number Z₂ per unit area. One ion and one atom repel with the screened energy

V(r) = Z₁Z₂ Σᵢ αᵢ exp(−κᵢr)/r.

In the continuum model each plane is replaced by its average over the atomic positions. At distance |x| from a plane, r² = x² + ρ² gives ρ dρ = r dr, so one term contributes

n ∫₀^∞ 2πρ dρ Z₁Z₂α exp(−κr)/r = 2πnZ₁Z₂α ∫_|x|^∞ exp(−κr) dr = (2πnZ₁Z₂α/κ) exp(−κ|x|).

Now measure x from the mid-plane of the channel. The planes lie at ±(m + ½)d with m = 0, 1, 2, …, and the geometric series gives

Σₘ exp[−κ(m+½)d] · 2 cosh κx = 2 cosh κx · exp(−κd/2)/[1 − exp(−κd)] = cosh κx / sinh(κd/2).

With the zero of energy at the mid-plane,

U(x) = Σᵢ Aᵢ [cosh κᵢx − 1], Aᵢ = 2πnZ₁Z₂αᵢ / [κᵢ sinh(κᵢd/2)].   (1)

This is smooth for |x| < d/2. At a plane it has a kink, so the expansions below hold inside the channel only.

Newton's law across the channel is M d²x/dt² = −U′(x). At small angles the speed v along the channel is nearly constant, d/dt = v d/dz, and Mv² = 2E. With θ = dx/dz,

dx/dz = θ, dθ/dz = −U′(x)/(2E).   (2)

The transverse energy ε = Eθ² + U(x) is conserved, because dε/dz = 2Eθ·(−U′/2E) + U′θ = 0. Energy loss and random scattering are left out here and sized in section 6. In this model an ion that starts below the critical transverse energy never reaches the planes, so any dechannelling of such an ion comes from the integrator.

**2. Explicit Euler heats the orbit**

One Euler step of length h is

x₁ = x + hθ, θ₁ = θ − hU′(x)/(2E).

The two parts of the transverse energy become

Eθ₁² = Eθ² − hθU′ + h²U′²/(4E),
U(x₁) = U + hθU′ + ½h²θ²U″ + O(h³).

The terms of first order cancel in the sum, which leaves

Δε = h² [U′²/(4E) + ½U″θ²] + O(h³).   (3)

To find the mean effect, average over one period Λ of the orbit. Since U″θ = dU′/dz, integration by parts gives

∫U″θ² dz = ∫(dU′/dz) θ dz = [U′θ] − ∫U′ (dθ/dz) dz = ∫U′²/(2E) dz.

The bracket vanishes because the orbit is periodic. Hence ⟨U″θ²⟩ = ⟨U′²⟩/(2E), the two terms of (3) contribute equally, and division by h gives the heating rate

dε/dz = h⟨U′²⟩/(2E).   (4)

This is the leading order in h: the O(h³) remainder of each step, and the departure of the Euler orbit from the true one within a period, change the rate only at order h² or higher. The rate is positive for every oscillating orbit, whether or not U is convex. Integration from the initial energy ε₀ to the critical energy ε_c gives the depth of artificial dechannelling,

z_d = (2E/h) ∫ dε/⟨U′²⟩, from ε₀ to ε_c.   (5)

Halving the step therefore only doubles this depth.

In a harmonic channel, U = ½kx² with ω² = k/(2E), no expansion is needed. There ε = E(θ² + ω²x²), and

θ₁² + ω²x₁² = θ² − 2hω²xθ + h²ω⁴x² + ω²x² + 2hω²xθ + h²ω²θ² = (1 + ω²h²)(θ² + ω²x²).

Each step multiplies ε by 1 + ω²h², so for ωh ≪ 1 the depth is z_d ≈ ln(ε_c/ε₀)/(ω²h).

**3. The error of leapfrog**

Write W = U/(2E), so that dθ/dz = −W′ and H = ½θ² + W = ε/(2E). A leapfrog step is a half kick, a drift and a half kick:

p = θ − ½hW′(x), x₁ = x + hp, θ₁ = p − ½hW′(x₁).

Its symmetry shows when the step is described from its middle. Let m = (x + x₁)/2 and define

X(s) = m + sp, Θ(s) = p − sW′(m + sp).

The state before the step is (X, Θ) at s = −h/2, and the state after it is (X, Θ) at s = +h/2. The change of any quantity over the step is therefore twice the part of it that is odd in s, taken at s = h/2.

Let a, b, c stand for W′, W″, W‴ at m. Then

Θ = p − sa − s²pb − ½s³p²c + O(s⁴).

The odd terms, up to third order, are

in ½Θ²: −s pa + s³(pab − ½p³c),
in W(X): +s pa + s³p³c/6.

The first-order terms cancel, and with 2s³ = h³/4 the change in one step is

ΔH = (h³/4)(pab − p³c/3) + O(h⁵).   (6)

This does not accumulate, because it is the change of a function of the current state. Along the motion,

d(θ²W″)/dz = θ³W‴ − 2θW′W″, d(W′²)/dz = 2θW′W″.

We seek G = λθ²W″ + μW′² whose rate of change is θ³W‴/12 − θW′W″/4, so that h²G cancels (6). Comparing coefficients gives λ = 1/12 and −2λ + 2μ = −1/4, hence μ = −1/24. The term of G(X, Θ) linear in s is then s(p³c/12 − pab/4), and

h²ΔG = h³(p³c/12 − pab/4) + O(h⁵),

which is the negative of the leading term in (6). No fourth-order term appears, since only odd powers of s survive. Multiplied by 2E, the result is that the shadow energy

S = ε + h² [θ²U″/12 − U′²/(48E)]   (7)

changes by only O(h⁵) in one step.

After z/h steps S has changed by at most C₂zh⁴, where C₂ is set by the derivatives of U on the region visited. The bracket in (7) is bounded on that region, so

|ε(z) − ε₀| ≤ C₁h² + C₂zh⁴.   (8)

The region must lie inside the channel, with a margin of energy at its edge. For small h the ion cannot cross that margin while the right side of (8) is smaller than it, so the constants remain valid. The second term stays below the first up to depths of order 1/h². This argument does not promise a bound at unlimited depth in a general potential.

For an ion that starts at a turning point x₀, equation (7) also gives the size of the error. In the harmonic case at the mid-plane, θ² = ω²x₀² and U″ = 2Eω² to leading order, so

ε − ε₀ = −h² [Eω⁴x₀²/6 + Eω⁴x₀²/12] = −(ω²h²/4) ε₀.   (9)

The first term comes from θ²U″/12, the second from U′(x₀)²/(48E) at the start.

**4. Stability limit and phase**

For the harmonic channel the bound holds at all depths. Put s = h/2 and q = ω²h²/4. Before the step x = m − sp and θ = (1 − q)p + sω²m. In the combination

I = θ² + ω²(1 − q)x²

the products pm cancel. The coefficient of p² is (1 − q)² + q(1 − q) = 1 − q, and that of m² is ω²q + ω²(1 − q) = ω². So I = (1 − q)p² + ω²m². This does not depend on the sign of s, and I has the same value after the step.

If ωh < 2, then q < 1 and constant I describes an ellipse, to which the ion is confined. If ωh > 2 the curves are hyperbolas. Two successive drifts combine to

xₙ₊₁ + xₙ₋₁ = (2 − ω²h²)xₙ,

and for ωh > 2 one solution xₙ ∝ λⁿ has |λ| > 1, so the orbit blows up.

Below the limit, xₙ ∝ cos(nφ) gives sin(φ/2) = ωh/2, hence φ = ωh[1 + (ωh)²/24 + …]. The numerical ion oscillates slightly too fast, and its phase error grows as ωz(ωh)²/24. A bounded energy error is thus not a bounded position error.

**5. Phase area as the cause**

The Euler map has the Jacobian determinant 1 + h²W″ = 1 + h²U″/(2E). Each leapfrog kick or drift is a shear of the (x, θ) plane with determinant 1, so the whole step preserves area.

The growth of area accounts for the full heating rate. An orbit encloses the area J = ∮θ dx, and since θ² = (ε − U)/E, dJ/dε = ∮dx/(2Eθ) = Λ/(2E). One Euler step adds the area h²∬W″ dx dθ. Integrating over x first leaves W′ on the right branch of the orbit minus W′ on the left branch. With dθ = −W′dz along the motion, both branches add to ∫W′² dz = Λ⟨W′²⟩. The energy gain per step is therefore

Δε = (2E/Λ) h²Λ⟨W′²⟩ = h²⟨U′²⟩/(2E),

in agreement with (4).

Symplectic Euler separates area from order of accuracy. It kicks first and then drifts with the new angle: θ₁ = θ − hW′(x), x₁ = x + hθ₁. It is of first order like explicit Euler and needs one force per step, but it consists of two shears. In the harmonic case θ² + ω²x² − hω²xθ is invariant: expressed through x and θ₁, it equals θ₁² + ω²x² + hω²xθ₁ both before and after the step. From a turning point ε then oscillates with amplitude of about ½ωhε₀ and does not drift. Preserved area is not sufficient by itself, since leapfrog preserves it above ωh = 2 as well.

**6. Boron in a silicon channel**

The example is boron at 100 keV in a (110) planar channel of silicon, with a rough lattice parameter of 5.43 Å. The potential uses Molière screening with the Firsov length, 0.1422 Å. The plane spacing is 1.920 Å. The ion enters parallel to the planes at x₀ = 0.30 Å, and it counts as dechannelled when it comes within 0.20 Å of a plane, at |x| = 0.760 Å.

Two terms of (1) matter at entry:

ε₀ = 27.10 [cosh(2.109 × 0.30) − 1] + 0.0241 [cosh(8.436 × 0.30) − 1] = 5.61 + 0.13 = 5.74 eV.

The critical energy is the value of U at that critical position, ε_c = U(0.760 Å) = 50.2 eV. The curvature U″(0) = 122.3 eV/Å² gives ω = √(122.3/200000) = 0.0247 rad/Å and a wavelength of 254 Å. A step of 2 Å means ωh = 0.0495, far below the harmonic limit h = 80.9 Å. That limit uses the mid-plane curvature; wider orbits feel a stiffer potential, so under leapfrog an ion started at 0.60 Å is already lost near h = 47 Å, and at h = 2 Å the energy error rises to about 0.05 eV (0.1%) for orbits close to ε_c.

**Leapfrog.** Equation (9) gives an error of 0.0495²/4 × 5.74 = 0.0035 eV. The full expression (7) gives 0.00366 eV, and so does the run, which is 0.06% of ε₀. The largest error over 100,000 steps equals that over the first 2,000 to all printed digits. Doubling the step multiplies it by 4.000. The spread of S over 20,000 steps rises by a factor of 16.00, as a leading error of order h⁴ requires.

At 2000 Å the phase estimate is 49.5 × 0.0495²/24 = 0.0051 rad, or 0.0015 Å at an amplitude of 0.30 Å. The error of the state against an accurate solution, √[Δx² + (Δθ/ω)²], is 0.0016 Å.

**Explicit Euler.** Equation (5) gives z_d h = 2704 Å². The harmonic formula with the same two energies would give ln(50.2/5.74)/(6.11 × 10⁻⁴) ≈ 3550 Å², but a harmonic ion with 50.2 eV turns at 0.91 Å, beyond the critical position. Between the same turning points, 0.30 and 0.760 Å, the harmonic value is 2 ln(0.760/0.30)/(6.11 × 10⁻⁴) ≈ 3040 Å², so the stiffening of the potential towards the planes shortens the depth by about 11%. At h = 2 Å the prediction is 2704/2 = 1352 Å, and the run leaves the channel at 1372 Å (137 nm). At h = 1 Å it leaves at 2743 Å (274 nm). The four runs in the output, with h from 0.1 to 4 Å, lie 12 to 39 Å beyond the predictions. A delay of this kind is expected, because the ion can meet the criterion only near a turning point, and these are about half a wavelength apart.

Symplectic Euler, with the same 2 Å step, stays in the channel for 100,000 steps. Its largest energy error is 0.15 eV, against the estimate ½ × 0.0495 × 5.74 = 0.14 eV. First-order accuracy alone is therefore not what drives the ion out.

**Cost.** At the starting energy, equation (4) gives an Euler heating rate of 0.0076 eV/Å at h = 2 Å, or 0.0038h eV/Å with h in Å; the rate grows as the orbit widens. To keep the energy gain below 0.0037 eV over 1000 Å, at that initial rate, the step must be about 0.001 Å. That is some 2000 times as many steps as leapfrog needs, at one force evaluation per step for both, if leapfrog reuses the force from the end of the previous step.

**The real case.** These parameters lie in the range of ordinary boron implantation, but the undisturbed orbit is an idealization. One of its assumptions is the smooth plane. An atom passed at sideways offset s deflects the ion by K/(2E), where K(s) is the force component normal to the planes, integrated along the path. If the atoms are uncorrelated, the fluctuations heat the orbit at the rate

dε/dz = (n/4E) ∫K(s)² ds, summed over both neighbouring planes.

On the first orbit this is 0.032 eV/Å, four times the Euler rate at h = 2 Å. Atoms in a crystal are ordered, and along directions away from low-index axes the kicks of a static lattice almost cancel, so this figure is a large overestimate and not a prediction. What stays random is the thermal displacement u of each atom. To lowest order in u, with independent displacements, K² in the integral is replaced by u²|∇K|², the gradient being taken in s and in the distance from the plane; for u = 0.075 Å this gives about 0.002 eV/Å on the first orbit. The Euler heating at the starting energy and h = 2 Å is about a quarter of the uncorrelated figure and four to five times the thermal one, so it could be mistaken for physical dechannelling or swamp it. On a given orbit these three rates all scale as 1/E, so a higher ion energy does not separate them; a change of step does. The electron-scattering rate below follows the stopping power instead and scales differently.

The other omissions are these:

- Electronic stopping, by the Lindhard–Scharff formula for a random direction, is about 21 eV/Å. At that fixed rate the ion would lose about 28% of its energy over 1372 Å, so E is far from constant over that depth. The 200,000 Å leapfrog run tests the integrator and is no real path.
- Scattering by electrons adds at most about 0.0005 eV/Å if they are taken as free and at rest, which is crude at this speed.
- Thermal vibration of roughly 0.075 Å at room temperature, besides the scattering estimated above, smears the potential and moves ε_c from 50.2 to 52.3 eV.
- The quantum of transverse oscillation is 0.22 eV, about 1/27 of ε₀, so a classical orbit is reasonable.

**7. Conditions for use**

In the channel of section 6, leapfrog with a fixed step and ωh of a few hundredths keeps the error in transverse energy small beside the effects just listed. Physical scattering and energy loss can then be added as separate changes of θ and E between steps, and the dechannelling that results belongs to them, apart from the small error of the integrator.

The guarantee weakens in three situations. Near a plane the kink of U, or a force table with jumps, invalidates the expansion behind (7). If h is changed from step to step, S itself changes, and its near-conservation no longer follows from the argument. An ion that starts above ε_c comes within the critical distance of a plane under any accurate integrator, and its loss is then a property of the model.

The numerical output below lists the values of the main runs.

Values computed for the example and the checks

```
Ion energy E: 100000 eV; ion mass: 11.0 u
Lattice parameter (rough): 5.43 angstrom
Plane spacing d: 1.9198 angstrom
Areal density of a plane: 0.09593 per angstrom^2
Screening length: 0.1422 angstrom
Term alpha=0.10: kappa=42.182 1/angstrom, cosh amplitude=7.4921e-18 eV
Term alpha=0.55: kappa=8.436 1/angstrom, cosh amplitude=2.4090e-02 eV
Term alpha=0.35: kappa=2.109 1/angstrom, cosh amplitude=2.7100e+01 eV
Curvature U''(0): 122.27 eV/angstrom^2
Small-amplitude omega: 0.02473 rad/angstrom
Small-amplitude wavelength: 254.1 angstrom
Harmonic stability limit 2/omega: 80.9 angstrom
Entry position: 0.30 angstrom; entry angle: 0 rad
Initial transverse energy: 5.7364 eV
Critical position: 0.7599 angstrom
Critical transverse energy: 50.229 eV
Critical angle at mid-plane: 22.41 mrad
Main step h: 2.0 angstrom; omega*h: 0.0495
Phase-area factor, Euler step: 1.002897
Phase-area factor, leapfrog step: 1.000000
Leapfrog depth run: 200000 angstrom in 100000 steps
Leapfrog max energy error, first 2000 steps: 0.003664 eV
Leapfrog max energy error, all steps: 0.003664 eV
Leapfrog max energy error, predicted: 0.003664 eV
Leapfrog largest |x|: 0.30000 angstrom
Leapfrog energy-error ratio, h=4 to h=2: 4.000
Shadow-energy spread at h=2: 1.51e-06 eV
Shadow-spread ratio, h=4 to h=2: 16.00
Symplectic Euler max energy error, all steps: 0.1505 eV
Leapfrog state error at 2000 angstrom, h=2: 0.00162 angstrom
Leapfrog state error at 2000 angstrom, h=1: 0.00040 angstrom
Predicted Euler depth times h: 2704.0 angstrom^2
Euler h=4.0 angstrom: dechannels at 688.0 angstrom = 68.8 nm; predicted 676.0 angstrom
Euler h=2.0 angstrom: dechannels at 1372.0 angstrom = 137.2 nm; predicted 1352.0 angstrom
Euler h=1.0 angstrom: dechannels at 2743.0 angstrom = 274.3 nm; predicted 2704.0 angstrom
Euler h=0.1 angstrom: dechannels at 27075.5 angstrom = 2707.6 nm; predicted 27039.9 angstrom
Euler heating rate on first orbit, h=2: 0.00759 eV/angstrom
Neglected: granular-plane heating, same orbit: 0.03156 eV/angstrom
Neglected: electron-scattering heating: 0.000512 eV/angstrom
Neglected: electronic stopping: 20.55 eV/angstrom
Neglected: share of E lost by Euler depth at h=2: 0.282
Rough room-temperature vibration amplitude: 0.075 angstrom
Neglected: critical energy with thermal smearing: 52.306 eV
Neglected: transverse quantum of energy: 0.2156 eV
```
